\section*{Acoustic-Phonon Mobility of Nondegenerate Electrons and Its Temperature Law, part 1}

(Sections cited here and not found follow in the second part.)

\section{From lattice strain to a relaxation time}

Q: At ordinary temperatures the number of phonons in a long-wavelength mode grows in proportion to $T$. Electrons should then collide at a rate proportional to $T$, and their mobility should fall as $1/T$. Why would any other power appear?

A: The phonon number fixes the collision rate of an electron whose energy is held constant. Heating also changes the energies of the electrons, so we need to know how the rate depends on energy. That takes the actual coupling between an electron and a sound wave.

Q: Then begin there. A sound wave moves atoms, but if I move the whole solid sideways, the electron's energy does not change. What does it respond to?

A: To relative displacement, that is, to strain. Let $\mathbf u(\mathbf r)$ be the displacement of the medium. A small element of volume changes by the fraction $\nabla\cdot\mathbf u$, and this dilation shifts the conduction-band edge. To first order in the strain,
\begin{equation}
H'=E_1\,\nabla\cdot\mathbf u(\mathbf r),
\label{eq:coupling}
\end{equation}
where $E_1$ is the deformation potential, an energy. A uniform displacement has zero divergence and gives no coupling, as you require. The local shift makes sense if the wavelength of the sound is long compared with the atomic spacing. I also assume an isotropic medium and a band edge that responds to dilation alone. Transverse waves, for which $\nabla\cdot\mathbf u=0$, then drop out.

Q: You will want plane waves for the electrons. In an amorphous oxide there is no lattice periodicity to justify them.

A: The derivation needs extended states that behave like plane waves over many wavelengths. It takes the band to be parabolic and isotropic,
\begin{equation}
E=\frac{\hbar^2k^2}{2m},
\end{equation}
with $E$ measured from the band edge and $m$ the effective mass. Let $\ell$ be the mean free path. The picture requires $k\ell\gg1$, since otherwise the electron is scattered before its wavelength is defined. An amorphous film may or may not meet this condition. Where transport proceeds by hopping, or by percolation through a strongly varying band edge, what follows does not describe it.

Q: Granted for now. How large is the strain in one phonon mode?

A: Take a volume $V$ with mass density $\rho$ and longitudinal sound speed $v_s$, so that $\omega_q=v_sq$. Write the displacement as
\begin{equation}
\mathbf u=\sum_{\mathbf q}A_q\,\hat{\mathbf q}
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),
\end{equation}
where $a_{\mathbf q}$ removes a phonon, $a^\dagger_{\mathbf q}$ adds one, and the amplitude $A_q$ is to be found. The time derivative brings down $-i\omega_q$ from the first term and $+i\omega_q$ from the second. In a state with $N_q$ phonons the mean kinetic energy of the mode is therefore
\begin{align}
K_q&=\tfrac12\rho VA_q^2\omega_q^2
\left\langle a_{\mathbf q}a^\dagger_{\mathbf q}
+a^\dagger_{\mathbf q}a_{\mathbf q}\right\rangle\nonumber\\
&=\tfrac12\rho VA_q^2\omega_q^2(2N_q+1).
\end{align}
Products of two removals or two additions have no mean value in such a state. A harmonic oscillator carries half its energy as kinetic energy, so $K_q=\tfrac12\hbar\omega_q(N_q+\tfrac12)$. Equating the two expressions and cancelling $N_q+\tfrac12$ gives
\begin{equation}
A_q^2=\frac{\hbar}{2\rho V\omega_q}.
\end{equation}

Q: And the matrix element follows by taking the divergence?

A: Yes. The divergence of $\hat{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ is $iq\,e^{i\mathbf q\cdot\mathbf r}$, and the conjugate term has the opposite sign. Thus
\begin{equation}
H'=iE_1\sum_{\mathbf q}qA_q
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
-a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
Between electron states $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ and $V^{-1/2}e^{i\mathbf k'\cdot\mathbf r}$ the spatial integral is one if $\mathbf k'=\mathbf k+\mathbf q$ for absorption, or $\mathbf k'=\mathbf k-\mathbf q$ for emission, and zero otherwise. The phonon operators contribute the squared factors $N_q$ and $N_q+1$. The phase $i$ and the relative sign disappear on squaring, because the two processes end in different phonon states and do not interfere. With $\omega_q=v_sq$,
\begin{equation}
|M_{\rm abs}|^2=\frac{E_1^2\hbar q}{2\rho Vv_s}N_q,\qquad
|M_{\rm em}|^2=\frac{E_1^2\hbar q}{2\rho Vv_s}(N_q+1).
\label{eq:matrix}
\end{equation}
The factors $N_q$ and $N_q+1$, averaged over a thermal oscillator, were tested by diagonalizing an oscillator on a grid.

Q: These grow with $q$. Scattering through a large angle needs a large $q$, so it should be favoured.

A: The occupation compensates. Let the phonons be in equilibrium at temperature $T$, so that $N_q$ now means the thermal average, and put $x_q=\hbar v_sq/(k_BT)$. Then
\begin{equation}
N_q=\frac1{e^{x_q}-1}
=\frac1{x_q}-\frac12+\frac{x_q}{12}+\cdots
\end{equation}
for small $x_q$. If the energy gained or lost by the electron is neglected, absorption and emission lead to the same set of final states and their strengths add:
\begin{equation}
N_q+(N_q+1)=\frac2{x_q}+\frac{x_q}{6}+\cdots
=\frac2{x_q}\left(1+\frac{x_q^2}{12}+\cdots\right).
\label{eq:bose}
\end{equation}
The two halves have cancelled. Keeping the leading term,
\begin{align}
|M|^2&=\frac{E_1^2\hbar q}{2\rho Vv_s}\,
\frac{2k_BT}{\hbar v_sq}\nonumber\\
&=\frac{E_1^2k_BT}{VC},\qquad C=\rho v_s^2.
\label{eq:isotropic}
\end{align}
Here $C$ is the longitudinal elastic constant. The wave number $q$ has cancelled, so all directions of $\mathbf k'$ are equally likely. This is classical equipartition: each mode stores a strain energy proportional to $k_BT$, and a stiffer medium reaches that energy with less strain.

Q: You neglected the phonon energy in two places, once against $k_BT$ and once against the electron energy. Are those the same approximation?

A: They are two conditions. In a nearly elastic collision the largest wave-number transfer is $2k$, for reversal of direction. The corresponding phonon energy relative to the electron energy is
\begin{equation}
\frac{2\hbar v_sk}{\hbar^2k^2/2m}
=\frac{4mv_s}{\hbar k}=\frac{4v_s}{v},
\end{equation}
where $v=\hbar k/m$ is the electron speed. For an electron with $E=k_BT$ the two ratios coincide. For slower electrons the phonon energy is a smaller fraction of $k_BT$ but a larger fraction of $E$, so the elastic approximation fails first at the bottom of the band.

Q: Give me a size, so that I can judge it.

A: Take round model parameters that stand for no particular material: $m=0.30$ electron masses, $E_1=5$ eV, $\rho=6000$ kg/m$^3$ and $v_s=5000$ m/s. At $T=300$ K, $k_BT=25.852$ meV. An electron with $E=k_BT$ has wave number $k_T=0.4512$ nm$^{-1}$. With $\hbar=6.582\times10^{-16}$ eV\,s, the largest phonon energy it exchanges is about
\begin{align}
2\hbar v_sk_T
&=2(6.582\times10^{-16})(5000)(0.4512\times10^9)\ {\rm eV}\nonumber\\
&=2.97\ {\rm meV},
\end{align}
which is $0.115\,k_BT$. By Eq.~(\ref{eq:bose}) the correction to the summed occupation factor is at most about $0.115^2/12=0.0011$ for this electron. The effect of energy exchange on the mobility is a separate matter and needs a calculation of its own.

Q: I shall hold you to that. What is the collision rate in the elastic approximation?

A: Fermi's golden rule multiplies the squared matrix element by the density of final states. The coupling does not act on spin, so final states of one spin are counted. In the volume $V$ their number between $k$ and $k+dk$ is $V4\pi k^2dk/(2\pi)^3$. From $k=\sqrt{2mE}/\hbar$ we have $dk=\sqrt{m/(2E)}\,dE/\hbar$, and hence
\begin{align}
k^2\,dk&=\frac{2mE}{\hbar^2}\,
\frac1\hbar\sqrt{\frac m{2E}}\,dE
=\frac{\sqrt2\,m^{3/2}\sqrt E}{\hbar^3}\,dE,\\
g(E)&=\frac1{2\pi^2}\frac{k^2dk}{dE}
=\frac{\sqrt2\,m^{3/2}\sqrt E}{2\pi^2\hbar^3},
\end{align}
where $g$ is the density of states per unit volume for one spin. The rate is
\begin{align}
\frac1{\tau(E)}&=\frac{2\pi}{\hbar}\,
\frac{E_1^2k_BT}{VC}\,Vg(E)\nonumber\\
&=\frac{\sqrt2\,m^{3/2}E_1^2k_BT\sqrt E}{\pi\hbar^4C}.
\label{eq:tau}
\end{align}
The arbitrary volume has cancelled. At fixed electron energy the rate is proportional to $T$, as you expected. It also grows as $\sqrt E$, because a faster electron has more states to be scattered into.

Q: That counts collisions. A collision that barely deflects the electron does little to the current. Why should $\tau$ be the time that matters?

A: If an elastic collision turns the velocity through an angle $\alpha$, the component along the original direction changes from $v$ to $v\cos\alpha$. The fraction lost is $1-\cos\alpha$, and the rate of momentum loss carries this weight. Since $|M|^2$ does not depend on direction, the average of the weight is
\begin{equation}
\frac12\int_{-1}^{1}(1-\cos\alpha)\,d(\cos\alpha)
=\frac12(2-0)=1.
\end{equation}
Small deflections do cost little, but deflections beyond a right angle cost more than the full forward momentum, and the two balance. The collision rate and the momentum-loss rate are therefore equal in this approximation.

Q: That rests on the cancellation of $q$, which used only the leading term of the occupation.

A: It can be tested with the full Bose factors. For the model parameters at 300 K and $E=k_BT$, both rates were summed over discrete plane-wave states of a periodic box, still with elastic collisions. Multiplied by $\tau$ from Eq.~(\ref{eq:tau}), the collision rate gives 1.0002 and the momentum-loss rate gives 1.0004. The second is slightly larger, as it should be: the correction in Eq.~(\ref{eq:bose}) grows with $q$, and large $q$ means large deflection. To count discrete states, the sum replaces the energy delta function by a Gaussian of standard deviation $0.05E$. Because the density of states varies as $\sqrt E$, this lowers both rates by the fraction $0.05^2/8\approx0.0003$. The sums therefore confirm the two rates to better than a part in a thousand, but their distance from one is not the Bose correction alone.

Q: Is there a simpler way to see the factor $\sqrt E$?

A: Consider the distance between collisions. With $v=\sqrt{2E/m}$,
\begin{align}
\ell=v\tau
&=\sqrt{\frac{2E}{m}}\,
\frac{\pi\hbar^4C}{\sqrt2\,m^{3/2}E_1^2k_BT\sqrt E}\nonumber\\
&=\frac{\pi\hbar^4C}{m^2E_1^2k_BT}.
\label{eq:path}
\end{align}
The energy has cancelled. All electrons in the band have the same mean free path, and a fast one covers it in less time.

Q: Then calculate that path. You promised that $k\ell$ would be large.

A: The elastic constant is $C=6000\times5000^2$ Pa $=150$ GPa, or 936.2 eV/nm$^3$. The definition $k_BT=\hbar^2k_T^2/2m$ gives
\begin{equation}
\frac{\hbar^2}{m}=\frac{2k_BT}{k_T^2}
=\frac{2(0.025852)}{0.4512^2}\ {\rm eV\,nm^2}
=0.2540\ {\rm eV\,nm^2}.
\end{equation}
Written with this combination, Eq.~(\ref{eq:path}) becomes
\begin{align}
\ell&=\pi\left(\frac{\hbar^2}{m}\right)^2\frac{C}{E_1^2k_BT}
\nonumber\\
&=\frac{\pi(0.2540)^2(936.2)}{5^2(0.025852)}\ {\rm nm}
\approx294\ {\rm nm}.
\end{align}
At $E=k_BT$ this gives $k_T\ell=0.4512\times293.6\approx132$. The golden rule is on safe ground for acoustic scattering by itself. In a real film the condition must be checked with the mean free path set by all mechanisms together, which is shorter.

Q: And the time?

A: The speed at $E=k_BT$ is
\begin{equation}
v_T=\frac{\hbar k_T}{m}
=\frac{(0.2540)(0.4512)}{6.582\times10^{-16}}\ {\rm nm/s}
=1.741\times10^5\ {\rm m/s},
\end{equation}
so $\tau(k_BT)=\ell/v_T=1.686$ ps. This belongs to one energy. A mobility needs the whole thermal distribution.

\section{From the relaxation time to the mobility}

The quantities carried over are these. Electrons of effective mass $m$ have energy $E=\hbar^2k^2/2m$ and speed $v$. They couple to longitudinal sound of speed $v_s$ through the deformation potential $E_1$. The medium has density $\rho$ and elastic constant $C=\rho v_s^2$. For phonon energies small compared with $k_BT$ and with $E$, scattering is isotropic, with
\begin{equation}
\tau(E)=\frac{\pi\hbar^4C}
{\sqrt2\,m^{3/2}E_1^2k_BT\sqrt E},\qquad
\ell=v\tau=\frac{\pi\hbar^4C}{m^2E_1^2k_BT}.
\label{eq:carried}
\end{equation}
In the model example at 300 K, $k_BT=25.852$ meV, $\tau(k_BT)=1.686$ ps, $\ell\approx294$ nm, and the speed at $E=k_BT$ is $v_T=1.741\times10^5$ m/s.

Q: With a different $\tau$ at every energy, which average enters the mobility? I could average over the number of electrons, or over their energy.

A: The Boltzmann equation decides. Let a weak field of magnitude $\mathcal F$ exert a force $e\mathcal F$ along $+z$ on the electrons, with $e>0$. The field itself points along $-z$. Write the occupation as $f=f_0+\delta f$. For a nondegenerate gas $f_0$ is proportional to $e^{-E/k_BT}$ and is much less than one. In a uniform steady state, to first order in the field,
\begin{equation}
\frac{e\mathcal F}{\hbar}\frac{\partial f_0}{\partial k_z}
=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}
\left[\delta f(\mathbf k')-\delta f(\mathbf k)\right],
\end{equation}
where $W_{\mathbf k\mathbf k'}$ is the elastic transition rate, equal in both directions. The field drives the left side in proportion to $v_z$, so $\delta f$ is odd under reversal of $\mathbf k$. Isotropic scattering then makes the sum over $\delta f(\mathbf k')$ vanish at each energy. What remains on the right is $-\delta f/\tau$. On the left,
\begin{equation}
\frac{\partial f_0}{\partial k_z}
=\hbar v_z\frac{\partial f_0}{\partial E}
=-\frac{\hbar v_zf_0}{k_BT}.
\end{equation}
The two minus signs cancel, and
\begin{equation}
\delta f=\frac{e\mathcal F\,\tau v_z}{k_BT}f_0.
\end{equation}
More electrons move along the force than against it, as they should.

We now have the relaxation time $\tau(E)$ for acoustic scattering and the change $\delta f$ that a weak field makes in the occupation. It remains to average $v_z$ over $\delta f$ to find the mobility and its temperature dependence, and to calculate the effect of energy exchange with the phonons.
